# Electron dressing when the adiabatic polaron equations give no localised state, part 1

(Sections cited here and not found follow in the second part.)

**Question: my adiabatic polaron equations give no localised state. Is there no polaron?**

I am testing a code for the ab initio polaron equations on a model crystal with one parabolic band ($m=0.3\,m_e$), one dispersionless LO phonon ($\hbar\omega=50$ meV), $\epsilon_\infty=4$, $\epsilon_s=10$ and a cubic lattice constant $a=4$ Å. On a $40\times40\times40$ grid every localised starting guess spreads out: the wavefunction becomes the band-edge Bloch state, the displacements vanish and the formation energy is zero. May I conclude that the electron is undressed in this crystal? If not, is the Pekar energy $-0.1085\,\alpha^2\hbar\omega$ the size of what I am missing, and should it be added to the Fan-Migdal shift?

**Answer**

The electron is dressed. In this model the missing solution reflects the size of your cell, the Pekar energy is about a seventh of the dressing energy, and it must not be added to the Fan-Migdal shift.

### Model and units

Your grid is equivalent to a periodic cube of side $L=40a$. I take one electron at zero temperature, measure energy in $\hbar\omega$ and length in $l=\sqrt{\hbar/2m\omega}$, so that $\varepsilon_k=k^2$, and use

$$H=p^2+\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}+\sum_{\mathbf q}g_q\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right),\qquad g_q^2=\frac{4\pi\alpha}{L^3q^2}.$$

Here $\mathbf q=2\pi\mathbf n/L$ with integer $\mathbf n$, $g_q>0$, and $\mathbf q=0$ is omitted, which amounts to a neutralising background. The band is treated as a continuum, which requires $l\gg a$. The constant $\alpha$ is fixed in the next section.

### What the adiabatic equations minimise

The adiabatic equations come from a product trial state: an electron orbital $\psi(\mathbf r)$ times a phonon coherent state with $\langle a_{\mathbf q}\rangle=\beta_{\mathbf q}$. Let $\rho=|\psi|^2$, $\int\rho=1$, and $\rho_{\mathbf q}=\int\rho\,e^{-i\mathbf q\cdot\mathbf r}$, so that $\langle e^{i\mathbf q\cdot\mathbf r}\rangle=\rho_{\mathbf q}^*$. Expectation values factorise in a product state:

$$E=T+\sum_{\mathbf q}|\beta_{\mathbf q}|^2+\sum_{\mathbf q}g_q\left(\beta_{\mathbf q}\rho_{\mathbf q}^*+\beta^*_{\mathbf q}\rho_{\mathbf q}\right),\qquad T=\int|\nabla\psi|^2 .$$

Setting $\partial E/\partial\beta^*_{\mathbf q}=0$ gives $\beta_{\mathbf q}=-g_q\rho_{\mathbf q}$. The second term then equals $+\sum g_q^2|\rho_{\mathbf q}|^2$ and the third equals $-2\sum g_q^2|\rho_{\mathbf q}|^2$, so

$$E_{\rm ad}=T-\alpha W_L,\qquad W_L=\sum_{\mathbf q\ne0}\frac{4\pi|\rho_{\mathbf q}|^2}{L^3q^2}=\int\rho\,\phi,\qquad\phi(\mathbf r)=\sum_{\mathbf q\neq0}\frac{4\pi\rho_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}}{L^3q^2}.$$

For $L\to\infty$, $W=\iint\rho\rho'/|\mathbf r-\mathbf r'|$. A static charge in a dielectric has self-energy $e^2W/(8\pi\epsilon_0\epsilon\,l)$, and letting the ions relax changes $\epsilon$ from $\epsilon_\infty$ to $\epsilon_s$. Equating that gain to $\alpha W\hbar\omega$ gives

$$\alpha=\frac{e^2}{8\pi\epsilon_0\kappa\,l\,\hbar\omega},\qquad\frac1\kappa=\frac1{\epsilon_\infty}-\frac1{\epsilon_s}.$$

Because $W_L$ is quadratic in $\rho$, $\delta W_L=2\int\phi\,\delta\rho$, and variation of $\psi^*$ at fixed norm gives $(-\nabla^2-2\alpha\phi)\psi=\varepsilon\psi$ with $\varepsilon=T-2\alpha W_L$. This equation together with $\beta_{\mathbf q}=-g_q\rho_{\mathbf q}$ is the pair your code solves, in its Fröhlich limit. The uniform $\psi=L^{-3/2}$ has $\rho_{\mathbf q}=0$ for every $\mathbf q\neq0$, so it always solves them, with $\beta=0$ and $E_{\rm ad}=0$.

Substitute $\psi(\mathbf r)=\alpha^{3/2}\chi(\alpha\mathbf r)$, where $\chi$ lives in a cell of side $\alpha L$. Then $T[\psi]=\alpha^2T[\chi]$. The wavevectors obey $q=\alpha q'$, so $L^3q^2=(\alpha L)^3q'^2/\alpha$ and $W_L[\psi]=\alpha W_{\alpha L}[\chi]$. Hence $E_{\rm ad}=\alpha^2F(\alpha L)$: whether a localised solution exists depends on the product $\alpha L$ alone.

### Infinite crystal: a localised solution at every $\alpha$

Under $\psi_s=s^{3/2}\psi(s\mathbf r)$ the energy is $s^2T-s\alpha W$. Its minimum is at $s=\alpha W/2T$, where

$$E=-\frac{\alpha^2W^2}{4T}<0 .$$

Any localised shape therefore beats the delocalised limit $s\to0$, for every $\alpha>0$, because the gain is linear in $s$ and the cost quadratic. Collapse is excluded too. The hydrogenic bound $-\nabla^2-\lambda/r\ge-\lambda^2/4$ with $\lambda=2\sqrt T$ gives $\langle1/|\mathbf r-\mathbf r'|\rangle\le\sqrt T$ for any centre $\mathbf r'$, so $W\le\sqrt T$ and $E_{\rm ad}\ge T-\alpha\sqrt T\ge-\alpha^2/4$. A stationary state must have $s=1$, which gives $2T=\alpha W$, $E=-T$ and $\varepsilon=T-4T=3E$.

For $\psi\propto e^{-r^2/2\sigma^2}$ one has $|\nabla\psi|^2=r^2\rho/\sigma^4$ and $\langle r^2\rangle=3\sigma^2/2$, so $T=3/2\sigma^2$. With $\rho_q=e^{-\sigma^2q^2/4}$ and the rule

$$\sum_{\mathbf q}\frac{4\pi}{L^3q^2}(\dots)\to\int\frac{4\pi q^2dq}{(2\pi)^3}\frac{4\pi}{q^2}(\dots)=\frac2\pi\int_0^\infty dq\,(\dots)$$

for an isotropic summand, $W=(2/\pi)\int_0^\infty e^{-\sigma^2q^2/2}dq=\sqrt{2/\pi}/\sigma$. Then $W^2/4T=(2/\pi)/6=1/3\pi=0.10610$. The self-consistent radial solution, found numerically, improves this to $E=-c_P\alpha^2$ with $c_P=0.10851$ and has $\langle r^2\rangle=21.48/\alpha^2$. At $\alpha=1$ the radial mesh gives $T=0.10852$, $W=0.21703$ and $\varepsilon=-0.32555$, which satisfy the virial relations to the asserted relative tolerance of $10^{-4}$; the last digit of $T$ and of $\varepsilon$ is mesh error, the converged values being $T=0.10851=c_P$ and $\varepsilon=-0.32554=-3c_P$. The radius grows as $1/\alpha$, which is why weak coupling needs large cells.

### Finite cell: three values of $\alpha L$

*A proven range with nothing below zero.* Integrating by parts in the periodic cell, $i\mathbf q\rho_{\mathbf q}=\int e^{-i\mathbf q\cdot\mathbf r}\nabla\rho$, and $\nabla\rho=\psi^*\nabla\psi+\psi\nabla\psi^*$. Projecting on the unit vector $\hat{\mathbf q}$ and using the Cauchy-Schwarz inequality with $\|\psi\|=1$ gives $q^2|\rho_{\mathbf q}|^2\le4\int|\hat{\mathbf q}\cdot\nabla\psi|^2$. Now sum over the $N$ vectors of a shell of fixed $|\mathbf q|$. The tensor $\sum\hat q_i\hat q_j$ is invariant under the cubic group, hence proportional to $\delta_{ij}$, and its trace is $N$, so it equals $N\delta_{ij}/3$ and the shell sum of the right side is $4NT/3$. Therefore

$$W_L\le\frac{4T}{3}\sum_{\mathbf q\ne0}\frac{4\pi}{L^3q^4}=\frac{16\pi T}{3L^3}\frac{L^4}{16\pi^4}Z_4=\frac{TLZ_4}{3\pi^3},\qquad Z_4=\sum_{\mathbf n\ne0}|\mathbf n|^{-4}=16.5323 .$$

It follows that $E_{\rm ad}\ge T\,(1-\alpha LZ_4/3\pi^3)$, and for $\alpha L<3\pi^3/Z_4=5.626$ the uniform state is the global minimum. This number is a sufficient condition and not the threshold.

*Linear instability.* Take $\psi\propto1+b\cos Gx$ with real small $b$ and $G=2\pi/L$. To order $b^2$, $T=b^2G^2/2$, from the mean of $\sin^2$. To order $b$, $L^3\rho=1+2b\cos Gx$, so $\rho_{\pm G}=b$ and $W_L=8\pi b^2/L^3G^2$. Thus

$$E_{\rm ad}=b^2\left(\frac{G^2}{2}-\frac{8\pi\alpha}{L^3G^2}\right),$$

which changes sign at $G^4L^3=16\pi\alpha$, that is $16\pi^4/L=16\pi\alpha$, or $\alpha L=\pi^3=31.006$. A mode $\mathbf n$ has $G^4$ larger by $|\mathbf n|^4$ and turns unstable later, and an imaginary $b$ leaves $\rho$ unchanged at first order and only costs kinetic energy. Below $\pi^3$ the uniform state is a local minimum.

*Energy of the localised branch.* The periodic kernel $v(\mathbf r)=\sum_{\mathbf q\neq0}4\pi e^{i\mathbf q\cdot\mathbf r}/L^3q^2$ obeys $\nabla^2v=-4\pi\delta(\mathbf r)+4\pi/L^3$ for $r<L$, the constant arising from the missing $\mathbf q=0$ term. Since $\nabla^2r^2=6$,

$$v=\frac1r-\frac\xi L+\frac{2\pi r^2}{3L^3}+h(\mathbf r),$$

where $h$ is harmonic with $h(0)=0$, and this defines the Madelung constant, numerically $\xi=2.83730$. For a spherical $\rho$ much smaller than the cell, the separation $\mathbf r-\mathbf r'$ is distributed spherically, and the mean of a harmonic function over a sphere is its central value, so $h$ drops out. With $\langle|\mathbf r-\mathbf r'|^2\rangle=2\langle r^2\rangle$, evaluating the functional on the unrelaxed Pekar orbital gives

$$E_{\rm ad}\simeq-c_P\alpha^2+\frac{\alpha\xi}{L}-\frac{4\pi\alpha\langle r^2\rangle}{3L^3}.$$

At $\alpha=1$, $L=48$ this formula and a three-dimensional plane-wave minimisation both give $-0.05022$. The first two terms cancel at $\alpha L=\xi/c_P=26.1$; the third term and relaxation of the orbital both lower the energy and move the zero to smaller cells. Numerically, following the branch downward from $\alpha L=28$, its energy crosses zero at $\alpha L\approx24.5$, where the peak density is still about 46 times the mean, so within the product ansatz the minimum jumps discontinuously. The minimiser last finds a localised state at $23.5$ and relaxes to the uniform state at $23.0$. Between $5.626$ and $23$ the absence of a localised minimum is therefore numerical evidence from a local search and not a theorem.

### A state that is uniform and dressed

$H$ commutes with the total momentum $\mathbf p+\mathbf P$, $\mathbf P=\sum\mathbf q\,a^\dagger_{\mathbf q}a_{\mathbf q}$. At zero total momentum the basis states are labelled by the occupations $n_{\mathbf q}$, the electron carrying $\mathbf k=-\sum\mathbf q\,n_{\mathbf q}$. The operator $a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ removes a phonon and hands its momentum to the electron, so within this basis it acts as $a_{\mathbf q}$ alone. Exactly,

$$H_{0}=\mathbf P^2+\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}+\sum_{\mathbf q}g_q\left(a_{\mathbf q}+a^\dagger_{\mathbf q}\right),$$

and a phonon state $|\chi\rangle$ of this problem stands for the full state $L^{-3/2}U|\chi\rangle$ with $U=e^{-i\mathbf r\cdot\mathbf P}$. Take for $|\chi\rangle$ the Lee-Low-Pines coherent state $a_{\mathbf q}|\chi\rangle=f_q|\chi\rangle$ with $f_q$ real and even in $\mathbf q$. Moving annihilators to the right with $[a_{\mathbf q},a^\dagger_{\mathbf q'}]=\delta_{\mathbf q\mathbf q'}$,

$$\mathbf P^2=\sum_{\mathbf q\mathbf q'}\mathbf q\cdot\mathbf q'\,a^\dagger_{\mathbf q}a^\dagger_{\mathbf q'}a_{\mathbf q'}a_{\mathbf q}+\sum_{\mathbf q}q^2a^\dagger_{\mathbf q}a_{\mathbf q}.$$

The first term has expectation $(\sum\mathbf qf_q^2)^2=0$ by evenness. The energy is $\sum[(1+q^2)f_q^2+2g_qf_q]$, minimal at $f_q=-g_q/(1+q^2)$, where

$$E_2=-\sum_{\mathbf q\ne0}\frac{g_q^2}{1+q^2}\equiv-\alpha\,s(L),\qquad s(\infty)=\frac2\pi\int_0^\infty\frac{dq}{1+q^2}=1 .$$

This is the expectation of $H$ in a normalised state, so the exact ground energy obeys $E_0\le-\alpha s(L)$ for every $\alpha$ and $L$, and $s(L)$ is a sum of positive terms. The exact energy is strictly negative in the very cells where $E_{\rm ad}=0$.

The reason the product state misses this can be read from $U^\dagger a_{\mathbf q}U=a_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}$. The mean displacement is $\langle a_{\mathbf q}\rangle=f_qL^{-3}\int e^{-i\mathbf q\cdot\mathbf r}=0$, just as in your output, while the quantity that enters the energy is $\langle a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\rangle=f_q\ne0$. The displacement is correlated with the position of the electron. A product state forces $\langle a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\rangle=\langle a_{\mathbf q}\rangle\langle e^{i\mathbf q\cdot\mathbf r}\rangle$ and can gain energy only by making $\rho$ nonuniform.

For the size dependence write $1/[q^2(1+q^2)]=1/q^2-1/(1+q^2)$. The first piece sums to $v(\mathbf r)$. The Fourier transform of $e^{-r}/r$ is $4\pi/(1+q^2)$, so the second piece summed over all $\mathbf q$ is the periodic sum of $e^{-r}/r$, from which the $\mathbf q=0$ term $4\pi/L^3$ is subtracted. As $r\to0$, $1/r-e^{-r}/r\to1$, and

$$s(L)=1-\frac\xi L+\frac{4\pi}{L^3}-\sum_{\mathbf n\ne0}\frac{e^{-L|\mathbf n|}}{L|\mathbf n|}.$$

The dynamic energy and the adiabatic energy on its localised branch carry the same penalty $+\alpha\xi/L$; the uniform adiabatic solution has no such term. It competes with $\alpha$ in the dynamic energy, which is thus mostly recovered once $L\gg\xi$ in units of $l$, and with $c_P\alpha^2$ in the adiabatic one, which needs $L\gtrsim24.5/\alpha$.

The electron is dressed even in cells where the adiabatic equations give only the uniform state, because the exact energy is at or below $-\alpha s(L)<0$, while a localised adiabatic solution requires a large enough $\alpha L$. It remains to relate this dynamic energy to the Fan-Migdal shift, to show why the Pekar energy must not be added to it, and to work out the numbers for the crystal in question.

Numbers in the example were calculated in double precision.
